\section*{The potential profile of a field-effect transistor under a Kelvin probe, part 2}

A thin-film transistor has its gate below an oxide and an open upper film surface, which a probe scans. How far do the real channel and the probe's map depart from the ideal potential profile?

Electrons have charge $-e$, and voltages are referred to the source. The channel voltage $V(x)$, defined by the quasi-Fermi energy, runs from $0$ at the source, $x=0$, to $V_D$ at the drain, $x=L$. The electrostatic potential is $\phi$. The width is $W$, the oxide and film thicknesses are $t$ and $d$, the mobility is $\mu$, and $C=\epsilon_{ox}/t$, with $\epsilon_{ox}$ the oxide permittivity. With gate voltage $V_G$, threshold $V_T$ and overdrive $V_{ov}=V_G-V_T>V_D$, the mobile charge per area is
\begin{equation}
Q=C\left(V_G-V_T-V\right)=Cu,\qquad u(x)=V_{ov}-V(x).
\label{eq:Q}
\end{equation}
Here the interface potential minus $V$ is taken as constant and absorbed in $V_T$. Constant current $I$ makes $u^2$ linear:
\begin{equation}
u^2(x)=V_{ov}^2\left(1-\frac{x}{L}\right)+(V_{ov}-V_D)^2\frac{x}{L}.
\label{eq:uresult}
\end{equation}
With $u_L=V_{ov}-V_D$, $K=W\mu C/L$ and $m=V_{ov}-V_D/2$, the current is $I=(K/2)(V_{ov}^2-u_L^2)=KmV_D$. The field is $V'=a/u$ and $V''=a^2/u^3$, where $a=V_Dm/L$ and primes denote $d/dx$.

The tip is at $V_{dc}+V_{ac}\sin\omega t$ (in the sine, $t$ is time). The work functions of tip and film are $\Phi_t$ and $\Phi_s$. The probe nulls $U_0$, the steady potential difference across the gap, so that
\begin{equation}
V_{dc}=V(x)+\frac{\Phi_t-\Phi_s}{e}.
\label{eq:reading}
\end{equation}
Subtracting a reference map taken at $V_D=0$ and the same $V_G$ gives the difference map $S$, equal to $V$ if the work functions are unchanged.

The example has $L=10\,\mu\mathrm{m}$, $W=100\,\mu\mathrm{m}$, $t=100\,\mathrm{nm}$, $d=30\,\mathrm{nm}$, $\mu=10\,\mathrm{cm^2/Vs}$, temperature $T=300\,\mathrm{K}$, relative permittivities $3.9$ (oxide) and $10$ (film), $V_{ov}=10\,\mathrm{V}$, $V_D=6\,\mathrm{V}$, $u_L=4\,\mathrm{V}$, $a=4.2\,\mathrm{V^2}/\mu\mathrm{m}$ and $I=145\,\mu\mathrm{A}$. At the midpoint $u=7.616\,\mathrm{V}$ and $V=2.384\,\mathrm{V}$. The largest sag below the straight line $V_Dx/L$ is $0.643\,\mathrm{V}$. Boltzmann's constant is $k_B$, the vacuum permittivity $\epsilon_0$ and the reduced Planck constant $\hbar$.

\subsection{Reading the overdrive from the curvature}

Since $u^2$ is linear, its midpoint value is the mean of its end values. If $V_m$ denotes the voltage at $x=L/2$,
\begin{equation}
2(V_{ov}-V_m)^2=V_{ov}^2+(V_{ov}-V_D)^2 .
\label{eq:mid}
\end{equation}
Expanding both sides, the terms $2V_{ov}^2$ cancel, and
\begin{equation}
V_{ov}=\frac{V_D^2-2V_m^2}{2(V_D-2V_m)} .
\label{eq:vov}
\end{equation}
An ideal map therefore contains the overdrive. Differentiating \eqref{eq:vov} by the quotient rule gives $dV_{ov}/dV_m=2(V_{ov}-V_m)/(V_D-2V_m)$, which is $2\times7.616/1.232=12.4$ in the example. An error of $10\,\mathrm{mV}$ in $V_m$ shifts the inferred overdrive by about $0.12\,\mathrm{V}$. For small $V_D$ the denominator tends to zero and the method loses its accuracy.

\subsection{Does the open surface follow the channel?}

Most electrons sit at the buried oxide interface, while the probe faces the other side of the film. Let $n_o$ be the density at the outer surface. In a dilute electron gas, a density change from $n_1$ to $n_2$ brings the band edge closer to the Fermi level by $k_BT\ln(n_2/n_1)$ and lowers $\Phi_s$ by that amount. In the reference map the density has its source value everywhere. By \eqref{eq:reading} the difference map is
\begin{equation}
S=V+\frac{k_BT}{e}\ln\frac{n_o(x)}{n_o(0)} .
\label{eq:S}
\end{equation}

To find $n_o$, take the film as free of donors and traps, and let $\zeta$ be the depth below the outer surface and $w=e[\phi(\zeta)-\phi(0)]/(k_BT)$. The density is $n_oe^{w}$ and the charge density is $-en_oe^{w}$. Poisson's equation reads
\begin{equation}
d^2\frac{d^2w}{d\zeta^2}=2\theta^2e^{w},\qquad
\theta^2=\frac{e^2n_od^2}{2\epsilon_sk_BT},
\label{eq:pb}
\end{equation}
where $\epsilon_s$ is the permittivity of the film. The field outside is taken as zero, so $w=dw/d\zeta=0$ at $\zeta=0$. Multiplying by $dw/d\zeta$ and integrating once,
\begin{equation}
d\,\frac{dw}{d\zeta}=2\theta\sqrt{e^{w}-1}.
\label{eq:first}
\end{equation}
Put $e^{w}=1/\cos^2\alpha$. Then $\sqrt{e^w-1}=\tan\alpha$ and $dw/d\zeta=2\tan\alpha\,d\alpha/d\zeta$, so \eqref{eq:first} reduces to $d\alpha/d\zeta=\theta/d$ and $\alpha=\theta\zeta/d$. The density is $n_o/\cos^2(\theta\zeta/d)$. By Gauss's law, the displacement at $\zeta=d$ equals the charge per area:
\begin{equation}
Q=\epsilon_s\frac{k_BT}{e}\frac{dw}{d\zeta}\bigg|_{d}
=\frac{2\epsilon_sk_BT}{ed}\,\theta\tan\theta .
\label{eq:theta}
\end{equation}
Because $n_o\propto\theta^2$, equation \eqref{eq:S} becomes
\begin{equation}
S=V+\frac{2k_BT}{e}\ln\frac{\theta(x)}{\theta(0)} .
\label{eq:S2}
\end{equation}

With $Q=Cu$ and $k_BT/e=25.85\,\mathrm{mV}$, the product $\theta\tan\theta$ is
\begin{equation}
X=\frac{\epsilon_{ox}}{\epsilon_s}\frac dt\frac{eu}{2k_BT}
=0.39\times0.3\times\frac{u}{0.0517\,\mathrm{V}},
\label{eq:X}
\end{equation}
which is $22.6$ at the source and $9.1$ at the drain. For large $X$, $\theta$ lies just below $\pi/2$. Writing $\theta=\pi/2-\delta$ and $\tan\theta\simeq1/\delta$ gives $\theta\simeq(\pi/2)X/(1+X)$. The ratio of the drain and source values is $0.94$, and $51.7\,\mathrm{mV}\times\ln0.94=-3\,\mathrm{mV}$. The electrons at the interface screen the outer surface, whose density, proportional to $\theta^2$, falls by only about $11\,\%$ while $Q$ falls by more than half. In this model the open surface therefore follows the quasi-Fermi voltage closely. A uniform fixed charge of $10^{17}\,\mathrm{cm^{-3}}$ changes the shift to $-2\,\mathrm{mV}$ if positive and $-5.5\,\mathrm{mV}$ if negative. The field of the tip has been neglected. Since $n_o$ is only about $7\times10^{16}\,\mathrm{cm^{-3}}$, the alternating voltage bends the bands and moves the null away from $U_0=0$. For a flat plate in place of the tip and $V_{ac}=1\,\mathrm{V}$, the null shifts by about $-42\,\mathrm{mV}$ at a gap of $10\,\mathrm{nm}$, of which $-5\,\mathrm{mV}$ remains in the difference map at the drain; at $30\,\mathrm{nm}$ the figures are $-6$ and $-0.8\,\mathrm{mV}$. The shift grows roughly as $V_{ac}^2$.

\subsection{The threshold is not quite constant}

The interface density is $n_o/\cos^2\theta$. From source to drain it falls, and the interface potential relative to $V$ changes by $-46\,\mathrm{mV}$. The charge is then $Q=C(u+\delta_T)$, with $\delta_T$ rising from zero to $46\,\mathrm{mV}$, or $1.2\,\%$ of $u_L$. With this charge and the shift \eqref{eq:S2} both included, the difference map departs from the ideal profile by at most $5.9\,\mathrm{mV}$, about $0.1\,\%$ of $V_D$.

The current rises by $\int\delta_T\,dV/\int u\,dV$, which is less than $0.046\times6/42=0.7\,\%$. Evaluated numerically, the rise is about $0.3\,\%$.

The dilute-gas formula is strained at the source interface, where, for a rough effective mass of $0.34$ electron masses, it gives a density $3.3$ times the effective density of states of the band. With Fermi--Dirac statistics the interface shift is $-56\,\mathrm{mV}$ instead of $-46\,\mathrm{mV}$. The layer is also thin enough for its quantum confinement energy to matter. In a triangular well with field $F=Q/\epsilon_s$, balancing the kinetic energy $\hbar^2/(2m_e^*\ell^2)$ against $eF\ell$ fixes the width $\ell$ and gives an energy proportional to $F^{2/3}$; here $m_e^*$ is the effective mass. This energy is smaller at the drain, by an estimated $59\,\mathrm{meV}$. The estimate uses the full interface field throughout the layer. The two effects overlap, so their plain sum, $115\,\mathrm{mV}$, overstates the shift. A self-consistent Schr\"odinger--Poisson solution with hard walls gives $-83\,\mathrm{mV}$, or $2.1\,\%$ of $u_L$, and moves the difference map by up to $12\,\mathrm{mV}$. These quantum figures give only a size. If $10\,\mathrm{cm^2/Vs}$ is read as a band mobility, the mean free path is about $0.4\,\mathrm{nm}$, shorter than the well, and sharp subbands do not form.

\subsection{The error of the plate-capacitor charge}

Let $y$ now run through the oxide from the gate, $y=0$, to the film, $y=t$. Apart from constant offsets, the potential is $V_{ov}$ at the gate and $V(x)$ at the film. The plate-capacitor potential $V_{ov}-uy/t$ has the second $x$-derivative $V''y/t$ and so violates Laplace's equation. To leading order a correction $c$ must satisfy
\begin{equation}
\frac{\partial^2c}{\partial y^2}=-\frac{V''y}{t},\qquad c(0)=c(t)=0 .
\label{eq:c}
\end{equation}
Two integrations give $c=-V''(y^3-t^2y)/(6t)$, with slope $-tV''/3$ at $y=t$. The displacement entering the film from below is then $\epsilon_{ox}(u/t+tV''/3)$. The film also carries the lateral displacement $-\epsilon_sV'$ through its thickness $d$. Gauss's law for a slice of film gives
\begin{equation}
Q=Cu+\left(\frac{\epsilon_{ox}t}{3}+\epsilon_sd\right)V'' .
\label{eq:gca}
\end{equation}
At the drain $V''=4.2^2/4^3=0.276\,\mathrm{V}/\mu\mathrm{m}^2$, and the added charge is $0.076\,\%$ of $Cu_L$. The same formula gives $1.6\,\%$ at $V_D=8\,\mathrm{V}$ and $27\,\%$ at $V_D=9\,\mathrm{V}$, where \eqref{eq:Q} no longer holds near the drain. The oxide term was tested against a numerical solution of Laplace's equation for a thicker oxide, $t=1\,\mu\mathrm{m}$, with the same length and biases. At mid-channel the extra slope agreed with $-tV''/3$ to within $3\,\%$.

Field lines in the air above the film add a charge of order $\epsilon_0V'$, or about $0.7\,\%$ of $Cu_L$. This is an estimate of size. For flat electrodes level with the film, this charge changes sign along the channel, lowers $Q$ by $0.7\,\%$ at $0.1\,\mu\mathrm{m}$ from the drain, grows logarithmically towards the electrode edge, and shifts the profile by up to about $4\,\mathrm{mV}$. Equation \eqref{eq:gca} also leaves out the electrodes, whose own fields matter within roughly an oxide thickness of the channel ends. For a flat drain electrode level with the film, the oxide field lowers the charge by about $1.1\,\%$ at $10\,\mathrm{nm}$ and $0.4\,\%$ at $30\,\mathrm{nm}$ from the edge, and joins the term $tV''/3$ beyond about $200\,\mathrm{nm}$. The drain values quoted above are therefore extrapolations of the interior formula.

\subsection{Contacts, mobility and probe width}

If each contact has a resistance $R$, the channel begins at $V=IR$ and ends at $V=V_D-IR$. The current law for these end values, factored as a difference of squares, is
\begin{align}
I&=\frac K2\left[(V_{ov}-IR)^2-(V_{ov}-V_D+IR)^2\right]\nonumber\\
&=Km\,(V_D-2IR),
\label{eq:contact}
\end{align}
so that $I=KmV_D/(1+2KmR)$. For $R=1000\,\Omega$, a rough value, $2KmR=0.048$. The current drops from $145$ to $138\,\mu\mathrm{A}$, and the map shows a step of $0.138\,\mathrm{V}$ at each electrode. Between the steps $u^2$ is still linear, so \eqref{eq:uresult} can be fitted to the interior of the map with its own end values.

Suppose next that the mobility varies as $u^g$. Constant current then requires $u^{1+g}\,du/dx$ to be constant, which makes $u^{2+g}$ linear in $x$. The field ratio becomes $(V_{ov}/u_L)^{1+g}$. For the rough value $g=0.3$ and unchanged end voltages, it rises from $2.5$ to $3.3$. The profile changes by up to $185\,\mathrm{mV}$, or $3.1\,\%$ of $V_D$, and sags further, because the sparse electrons near the drain are now also less mobile.

A tip of finite width averages the potential. For a Gaussian weight of standard deviation $\sigma$, the Taylor expansion of $V$ about $x$ has a linear term that averages to zero and a quadratic term that leaves
\begin{equation}
\langle V\rangle-V\simeq\frac{\sigma^2}{2}V''=\frac{\sigma^2a^2}{2u^3}.
\label{eq:blur}
\end{equation}
With $\sigma=0.1\,\mu\mathrm{m}$ this is $0.73\,\mathrm{mV}$ at $x=9\,\mu\mathrm{m}$. The formula fails within a few $\sigma$ of an electrode, where the average includes the metal. It also leaves out the long-range coupling of the cone and cantilever to the rest of the device, which is not estimated here.

\subsection{The model beside a real transistor}

The dimensions, mobility and contact resistance above are rough typical values for transistors of amorphous indium-gallium-zinc oxide, although $RW=10\,\Omega\,\mathrm{cm}$ describes a good contact. In such films the mobility can depend on carrier density, and metal contacts have resistance. For the assumed figures these are the largest of the effects estimated here: up to $185\,\mathrm{mV}$ in the profile and $138\,\mathrm{mV}$ at each contact, against a drain voltage of $6\,\mathrm{V}$. Both are smaller than the $643\,\mathrm{mV}$ sag that the ideal theory predicts, but large enough to spoil an overdrive inferred from \eqref{eq:vov}: it returns $10.7\,\mathrm{V}$ with the contacts and $8.4\,\mathrm{V}$ with $g=0.3$, in place of $10\,\mathrm{V}$. The comparison with the sag depends on the contact; for $RW=100\,\Omega\,\mathrm{cm}$ the step is $0.98\,\mathrm{V}$ and exceeds it. Trapped charge and adsorbed gas can also shift the threshold or the work function between the two maps. A work-function change of $10\,\mathrm{meV}$ enters the difference map as $10\,\mathrm{mV}$.

The remaining conditions hold with room to spare for these numbers. The dissipated power, $145\,\mu\mathrm{A}\times6\,\mathrm{V}=0.87\,\mathrm{mW}$, heats the channel on its silicon substrate by an estimated $0.14\,\mathrm{K}$ on average and $0.17\,\mathrm{K}$ at most; on a substrate conducting $1\,\mathrm{W/(m\,K)}$, such as glass, the rise would be of order $10\,\mathrm{K}$. The drift speed at the drain is $1.05\times10^5\,\mathrm{cm/s}$, about $0.5\,\%$ of the thermal speed. The oxide field is largest at the source, where the part due to mobile charge is $10\,\mathrm{V}/100\,\mathrm{nm}=1\,\mathrm{MV/cm}$, against a rough breakdown field of $10\,\mathrm{MV/cm}$. For a rough barrier of $3\,\mathrm{eV}$ and a tunnelling mass of $0.42$ electron masses, tunnelling through the oxide is suppressed by a factor of order $e^{-230}$, which supports the neglect of this form of leakage.

\section*{Computed results}
\begin{verbatim}
Length, width: 10, 100 um
Oxide, film thickness: 100, 30 nm
Relative permittivity oxide, film: 3.9, 10.0
Mobility: 10 cm2/Vs; temperature: 300 K
Vov, VD: 10.0, 6.0 V
Gate capacitance: 34.53 nF/cm2
Ideal current: 145.0 uA
Work functions tip, film: 5.0, 4.5 eV
x (um) | V (V) | straight line (V) | field (V/um) | raw Kelvin (V)
0 | 0.000 | 0.000 | 0.420 | 0.500
2 | 0.879 | 1.200 | 0.460 | 1.379
4 | 1.851 | 2.400 | 0.515 | 2.351
6 | 2.957 | 3.600 | 0.596 | 3.457
8 | 4.273 | 4.800 | 0.733 | 4.773
10 | 6.000 | 6.000 | 1.050 | 6.500
Midpoint potential: 2.384 V
Mean field: 0.600 V/um
Drain field: 0.0105 MV/cm
Drain/source field ratio at VD=0.1 V: 1.010
Drain/source field ratio at VD=6.0 V: 2.500
Drain/source field ratio at VD=9.0 V: 10.000
Largest sag: 0.643 V at x = 6.07 um
Contact resistance, each: 1000 ohm (rough)
Current with contacts: 138.3 uA
Voltage drop at each contact: 0.138 V
Mobility exponent g: 0.3 (rough); largest profile change: 185 mV
Thermal voltage: 25.85 mV
Film model, reading minus ideal at drain: -3.1 mV
Film model, largest difference: 5.9 mV
Film model, current change: -99.97 %
Source interface density / Nc (Boltzmann): 3.27
Nc: 4.97e+18 cm^-3; mass: 0.34 m_e (rough)
Interface shift source to drain, Boltzmann: -46 mV
Same shift, Fermi-Dirac: -57 mV
Confinement change, triangular-well estimate: -59 mV
Gradual-channel charge error at drain: 0.076 %
Air-fringing charge estimate at drain: 0.67 %
Probe width sigma: 100 nm (rough); shift at 9 um: 0.73 mV
Power: 0.870 mW; heating estimate: 0.14 K
Drain drift speed: 1.05e+05 cm/s; thermal speed: 2.00e+07 cm/s
Source oxide field: 1.00 MV/cm (rough breakdown field: 10 MV/cm)
Tunnelling exponent (3 eV barrier, 0.42 m_e, rough): 230
\end{verbatim}
